# Equibiaxial Stress in an Alumina Scale from a Luminescence Line Shift

## Problem

An alumina scale has grown on a nickel-based alloy at high temperature and has been cooled to room temperature. A luminescence line of the chromium ions in the alumina lies $15.2\ \mathrm{cm^{-1}}$ below its position in stress-free alumina, so the shift is $\Delta=-15.2\ \mathrm{cm^{-1}}$. The line moves by $\Pi=7.61\ \mathrm{cm^{-1}}$ per GPa of mean stress. Find the equibiaxial stress $s$ in the plane of the scale.

Tension is positive. The mean stress is one third of the trace of the stress tensor,

$$\sigma_m=\tfrac13(\sigma_{11}+\sigma_{22}+\sigma_{33}),$$

and $\Pi$ multiplies $\sigma_m$ itself; there is no second division by three. The reference line is taken at the same temperature and chromium content as the scale. The scale is flat, its outer surface is free, and the light comes from many grains of random orientation that all carry the same stress.

## Hints

1. For one grain, write the most general shift that is linear in the stress. How many numbers does it need in the crystal axes?
2. Average over grain orientations. What is the mean of $e_ie_j$ for a unit vector $\mathbf e$ that points in every direction with equal probability?
3. What does the free surface say about the stress normal to the scale?
4. Put your stress back into the expression for the shift. Does it return the measured value?

## Solution

### From one grain to many

For small stresses the shift of one grain is linear in the stress components:

$$\Delta_{\rm grain}=\sum_{ij}P_{ij}\sigma_{ij}.$$

A symmetric $P$ has six independent entries in general. Take it diagonal in the crystal axes $a$, $m$ and $c$, which leaves three entries $P_a,P_m,P_c$. Off-diagonal entries would not change the average over random grains: a half-turn of a grain about one crystal axis reverses the other two, so the products of two different axis vectors average to zero. Let $\mathbf e^{(k)}$ be the unit vector along crystal axis $k$, with components measured in the axes of the film. In film axes the shift tensor is then

$$P_{ij}=\sum_k P_k\,e^{(k)}_i e^{(k)}_j .$$

For random grains, each $\mathbf e^{(k)}$ points in every direction with equal probability. For $i\ne j$ the mean $\langle e_ie_j\rangle$ vanishes, because reversing one component changes the sign of the product and leaves the distribution unchanged. The three means $\langle e_1^2\rangle,\langle e_2^2\rangle,\langle e_3^2\rangle$ are equal by symmetry and add up to one. Hence $\langle e_ie_j\rangle=\delta_{ij}/3$, and

$$\langle P_{ij}\rangle=\frac{P_a+P_m+P_c}{3}\,\delta_{ij}.$$

All grains carry the same stress and are taken to be equally bright whatever their orientation, so the stress can be taken out of the average:

$$\Delta=\sum_{ij}\langle P_{ij}\rangle\sigma_{ij}
=\frac{P_a+P_m+P_c}{3}\,(\sigma_{11}+\sigma_{22}+\sigma_{33})=\Pi\,\sigma_m .$$

The given coefficient is therefore the trace of the single-crystal tensor, $\Pi=P_a+P_m+P_c$. The average removes any dependence on shear stress and on how $\Pi$ is divided among the axes.

### The stress state of the scale

Let axis 3 be normal to the film. In a flat film whose stress does not vary in the plane, force balance along the normal reads $\partial\sigma_{33}/\partial x_3=0$. The free surface sets $\sigma_{33}=0$ there, so it is zero through the whole thickness. With $\sigma_{11}=\sigma_{22}=s$,

$$\sigma_m=\frac{s+s+0}{3}=\frac{2s}{3},\qquad
\Delta=\frac{2\Pi}{3}\,s,\qquad
s=\frac{3\Delta}{2\Pi}.$$

The line thus moves by $2(7.61)/3=5.073\ \mathrm{cm^{-1}}$ per GPa of equibiaxial stress. The numbers give

$$s=\frac{3(-15.2)}{2(7.61)}\ \mathrm{GPa}=-2.996\ \mathrm{GPa}.$$

The equibiaxial stress is about $-3.0$ GPa, or $-3000$ MPa. The negative sign means compression. The mean stress is $-15.2/7.61=-1.997$ GPa, two thirds of the in-plane value, because one of the three normal stresses is zero.

### Putting the answer back

Two misreadings can be excluded by returning to $\Delta=(2\Pi/3)s$.

If the mean stress, $-1.997$ GPa, is taken for $s$, the predicted shift is $5.073(-1.997)=-10.13\ \mathrm{cm^{-1}}$. That is two thirds of the measured shift.

If $\Pi$ is taken to multiply the whole trace $2s$, one finds $s=-15.2/(2\times7.61)=-0.999$ GPa. The predicted shift is then $-5.07\ \mathrm{cm^{-1}}$, one third of the measured one.

### Can cooling produce this stress?

Treat the scale as isotropic, with rough values for alumina of $E=400$ GPa for Young's modulus and $\nu=0.24$ for Poisson's ratio. Hooke's law with $\sigma_{33}=0$ gives the in-plane elastic strain

$$\varepsilon=\frac{s-\nu s}{E}=\frac{(1-\nu)s}{E}
=\frac{0.76(-2.996)}{400}=-0.57\%.$$

Suppose that the scale is free of stress when cooling begins, that the alloy is much thicker than the scale, and that neither yields. On cooling by $T_c$ the alloy contracts by $\alpha_{\rm alloy}T_c$, and the bonded scale must follow. The thermal and elastic strains of the scale add up to the strain of the alloy:

$$-\alpha_{\rm scale}T_c+\varepsilon=-\alpha_{\rm alloy}T_c
\quad\Rightarrow\quad
\alpha_{\rm alloy}-\alpha_{\rm scale}=-\frac{\varepsilon}{T_c}.$$

For $T_c=1000$ K the required difference is $5.7\times10^{-6}\ \mathrm{K^{-1}}$. The sign is the expected one for a metal that contracts more than its oxide. This estimate does not separate cooling stress from stress that arose during growth, since the line shift responds to their sum.

## How far the number can be trusted

The material values in this section are rough typical ones. Each effect is taken alone, with the measured shift held fixed.

**Reference line.** Near room temperature the line moves by roughly $-0.14\ \mathrm{cm^{-1}}$ per kelvin. If the scale is 5 K warmer than the reference, for instance through heating by the laser, the line moves by $-0.7\ \mathrm{cm^{-1}}$ without any stress. Divided by $5.073\ \mathrm{cm^{-1}/GPa}$, this reads as 0.14 GPa of compression that is not there. Chromium also moves the line, by an amount of order $1\ \mathrm{cm^{-1}}$ per weight percent. A difference of 0.5 wt% between scale and reference therefore matters at the level of 0.10 GPa. An error of $0.1\ \mathrm{cm^{-1}}$ in reading the line costs 0.02 GPa.

**Number of grains.** A small probe may see few grains. Let $\mathbf n$ be the film normal expressed in crystal axes. The biaxial stress tensor is $s(\delta_{ij}-n_in_j)$, so one grain shifts by

$$\Delta_{\rm grain}=s\Big(\Pi-\sum_kP_kn_k^2\Big).$$

Write $D_k=P_k-\Pi/3$, so that $\sum_kD_k=0$. The deviation of one grain from the mean shift is then $-s\sum_kD_kn_k^2$. For random directions, $\langle n_k^4\rangle$ is the mean of $\cos^4\theta$ over the sphere, which is $1/5$. Multiplying $n_k^2$ by $n_1^2+n_2^2+n_3^2=1$ and averaging gives $1/5+2\langle n_k^2n_l^2\rangle=1/3$, so $\langle n_k^2n_l^2\rangle=1/15$ for $k\neq l$. Therefore

$$\Big\langle\Big(\sum_kD_kn_k^2\Big)^2\Big\rangle
=\frac15\sum_kD_k^2+\frac1{15}\sum_{k\ne l}D_kD_l
=\frac{2}{15}\sum_kD_k^2 .$$

The last step uses $\sum_{k\ne l}D_kD_l=-\sum_kD_k^2$, which follows from squaring $\sum_kD_k=0$. A rough split of the coefficient is $P_a=2.70$, $P_m=2.80$ and $P_c=2.11\ \mathrm{cm^{-1}/GPa}$. It gives a root-mean-square spread of $0.58\ \mathrm{cm^{-1}}$, about 4% of the measured shift. For $N$ independent, equally bright grains the scatter of the mean falls as $1/\sqrt N$. Brightness that depends on orientation biases the mean and does not average out. If the emission were fully polarised perpendicular to $c$ and collected along the normal, each grain would carry the weight $1+n_c^2$, and the inferred compression would drop by 0.025 GPa.

Strictly linear response at a site with a threefold axis along $c$ would require $P_a=P_m$. The small difference in the rough values should not be given physical weight, and the main result contains the sum alone.

**Unequal stress in the grains.** Alumina grains are elastically anisotropic, so the assumption of equal stress is an idealization. The opposite idealization gives every grain the same strain. Averaged over random grains, the strain seen in crystal axes is isotropic, $e\,\delta_{ij}$. The corresponding mean stresses in crystal axes are $eq_a$ along $a$ and $m$, and $eq_c$ along $c$, where

$$q_a=C_{11}+C_{12}+C_{13},\qquad q_c=2C_{13}+C_{33}.$$

With rough stiffnesses $C_{11}=C_{33}=500$, $C_{12}=160$ and $C_{13}=120$ GPa, these are 780 and 740 GPa. The mean shift is $e[(P_a+P_m)q_a+P_cq_c]$ and the mean stress is $e(2q_a+q_c)/3$. Their ratio is the effective coefficient

$$\Pi_{\rm eff}=\frac{3[(P_a+P_m)q_a+P_cq_c]}{2q_a+q_c}
=\frac{3[5.50(780)+2.11(740)]}{2300}=7.63\ \mathrm{cm^{-1}/GPa}.$$

The inferred stress changes by 0.009 GPa, which is negligible here.

Cooling also leaves stresses between neighbouring grains, because the crystal contracts differently along its axes. Take 0.2 GPa of tension along $c$ and half that value in compression along $a$ and $m$. This is a generous value, near the equal-strain limit for 1000 K of cooling; a grain embedded in an elastic matrix would carry roughly half of it or less. Over random grains this stress averages to zero in film axes, yet it shifts the line by $0.2(2.11)-0.1(5.50)=-0.128\ \mathrm{cm^{-1}}$. The average does not remove it because the stress is tied to the same crystal axes as $P$. It corresponds to 0.025 GPa.

**Nonlinearity.** Under hydrostatic pressure $p$, the wavelength $\lambda$ of the line can be described by $p=(A/B)[(\lambda/\lambda_0)^B-1]$, with rough constants $A=1900$ GPa and $B=8$. The wavenumber is inversely proportional to $\lambda$. With $w_0$ the zero-pressure wavenumber, expansion to second order in $p$ gives

$$\Delta=w_0\left[\left(1+\frac{Bp}{A}\right)^{-1/B}-1\right]
\simeq-\frac{w_0p}{A}\left[1-\frac{(B+1)p}{2A}\right].$$

For $w_0\approx14400\ \mathrm{cm^{-1}}$ the initial slope is $7.58\ \mathrm{cm^{-1}/GPa}$, close to the given $\Pi$. At $p=-\sigma_m=1.997$ GPa the correction is 0.47%. If the same fraction applies to the biaxial state, the compression is underestimated by 0.014 GPa.

## Variation 1: a textured scale

**Question.** Suppose that every grain has its $c$ axis normal to the film. What stress does the same shift imply, and what if the $m$ axis is normal instead?

**Solution.** The orientation average no longer applies, but the single-grain formula does. With $\mathbf n$ along $c$, the term $P_c$ drops out because no stress acts along that axis:

$$s=\frac{\Delta}{P_a+P_m}=\frac{-15.2}{5.50}=-2.76\ \mathrm{GPa}.$$

With $\mathbf n$ along $m$, the term $P_m$ drops out:

$$s=\frac{\Delta}{P_a+P_c}=\frac{-15.2}{4.81}=-3.16\ \mathrm{GPa}.$$

For this split of $\Pi$, these are the two extremes for a scale with one common film normal, since $\sum_kP_kn_k^2$ lies between the smallest and the largest $P_k$. Relative to the untextured answer, the $c$-normal case lowers the compression by 0.23 GPa, or 7.8%. This is the largest of the effects estimated on this sheet. The $m$-normal value rests on the small difference between $P_a$ and $P_m$; with $P_a=P_m=2.75\ \mathrm{cm^{-1}/GPa}$ every normal in the basal plane gives $-3.13$ GPa. The size of the texture effect also depends on the split, which must be that of the line measured. A more anisotropic split with nearly the same sum, such as 2.56, 3.50 and 1.53, would give $-2.51$ and $-3.72$ GPa.

## Variation 2: a scale on a rounded bump

**Question.** The scale is $h=2\ \mathrm{\mu m}$ thick and covers a spherical bump of the alloy with radius $R=20\ \mathrm{\mu m}$. The hoop stress $s$ is uniform through the thickness, and light is collected equally from all depths. What is $s$?

**Solution.** A curved film under hoop stress needs a radial stress to hold it in balance. Radial equilibrium on a sphere is

$$\frac{d\sigma_r}{dr}+\frac{2(\sigma_r-s)}{r}=0 .$$

With $\sigma_r=0$ at the outer radius $b=R+h$, the solution is $\sigma_r=s(1-b^2/r^2)$. Its mean through the thickness is

$$\bar\sigma_r=\frac sh\int_R^b\left(1-\frac{b^2}{r^2}\right)dr
=s\left[1-\frac{b^2}{h}\left(\frac1R-\frac1b\right)\right]
=s\left(1-\frac bR\right)=-\frac{sh}{R}.$$

The third form uses $1/R-1/b=h/(Rb)$. For compressive $s$ the radial stress is tensile, so it pulls the scale away from the alloy. The mean trace is now $2s-sh/R$, and

$$\Delta=\frac{\Pi}{3}\,s\left(2-\frac hR\right)
\quad\Rightarrow\quad
s=\frac{3\Delta}{2\Pi}\,\frac{1}{1-h/(2R)}
=\frac{-2.996}{0.95}=-3.15\ \mathrm{GPa}.$$

The mean radial stress is $+0.32$ GPa. The flat-film formula underestimates the compression by 0.16 GPa because radial tension cancels part of the shift. A uniform hoop stress is a simplification. In an elastic spherical shell with the same shift the hoop stress runs from $-3.00$ GPa at the free surface to $-3.33$ GPa at the interface, and $-3.15$ GPa is its mean through the thickness. As $h/R\to0$, the flat result returns. In a hollow the free surface lies on the inner side of the curve, so to first order in $h/R$ the radial stress changes sign. A probe that covers equal areas of bumps and hollows, with the same $s$ and the same size of curvature, therefore sees no first-order correction.

## The model and a real scale

A room-temperature compression of a few GPa is a typical rough magnitude for alumina scales on nickel-based alloys, and the value found here lies in that range. Real scales can be wrinkled and textured, and cracks or loss of adhesion can relax the stress locally. For the cases worked here, texture moves the answer by up to 0.23 GPa with the rough split of $\Pi$ used above (more for a more anisotropic split) and curvature by 0.16 GPa, while a 5 K temperature error moves it by 0.14 GPa. A report of $-3.0$ GPa should therefore carry an uncertainty of a few tenths of a GPa unless orientation, shape, reference temperature and chromium content are known. It describes the scale at the temperature of measurement, not at the temperature at which the alloy is used.

Numbers in the example were calculated in double precision.
